**Hydrogen 21 cm line: optical depth, column density and the limits of the thin formula**

The program tests the relation \(N=C\int T_s\tau\,dv\), with \(C=32\pi k\nu^2/(3hc^3A)\), where \(N\) is the column density, \(T_s\) the spin temperature, \(\tau\) the optical depth, \(v\) the velocity, \(\nu\) the line frequency and \(A\) the spontaneous rate. It asserts the contact field against a Biot–Savart quadrature, the level pattern against diagonalization of the spin Hamiltonian, and \(A\) against a sum over photon directions and polarisations. The absorption strength is compared with a Schrödinger equation propagated through a weak magnetic pulse. Spectra integrated from level populations and emission rates are compared with the derived brightness formula, including the vanishing of the line when spin and background temperatures agree. The output gives \(T_*=h\nu/k=0.0682\) K and \(C=1.813\times10^{18}\) cm⁻² per K km/s, or \(1.822\times10^{18}\) if the transition moment is set to one Bohr magneton. For a model cloud at 100 K with peak optical depth 0.55, multiplying the line integral by \(C\) recovers 81 % of the column, while the corrected formula recovers it to within 0.02 %. For two layers the thin estimate stays below the true total in either order.

## Program and output

```python
"""
Hydrogen 21 cm line: optical depth with stimulated emission and column density.

Result under test:
  N = C * integral(Ts * tau dv),  C = 32 pi k nu^2 / (3 h c^3 A)
  brightness above background = (Ts - Tbg) * (1 - exp(-tau))
  so N = C * integral(brightness dv) only for tau << 1 and Ts >> Tbg.
Symbols: N column density, Ts spin temperature, Tbg background temperature,
tau optical depth, v velocity, nu line frequency, A spontaneous rate,
M magnetic transition moment, T* = h nu / k.
SI units inside; columns in cm^-2 and velocities in km/s where named so.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid

h, hbar, k, c, mu0 = sc.h, sc.hbar, sc.k, sc.c, sc.mu_0
mu_B = sc.physical_constants["Bohr magneton"][0]
mu_N = sc.physical_constants["nuclear magneton"][0]
g_e = abs(sc.physical_constants["electron g factor"][0])
g_p = sc.physical_constants["proton g factor"][0]
a0 = sc.physical_constants["Bohr radius"][0]

# ---- Directions on the sphere, with quadrature weights
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
azimuths = 2 * np.pi * np.arange(8) / 8
directions, solid_weights, polarisations = [], [], []
for ct, w in zip(cos_nodes, cos_weights):
    st = math.sqrt(1 - ct**2)
    for az in azimuths:
        directions.append([st * np.cos(az), st * np.sin(az), ct])
        solid_weights.append(w * 2 * np.pi / 8)
        polarisations.append([[ct * np.cos(az), ct * np.sin(az), -st],
                              [-np.sin(az), np.cos(az), 0.0]])
directions = np.array(directions)
solid_weights = np.array(solid_weights)
polarisations = np.array(polarisations)

# ---- Contact field: Biot-Savart integral of the spin current of a 1s electron
# Units: Bohr radius = 1, mu0 = 1, moment = 1 along z.


def density_1s(points):
    return np.exp(-2 * np.linalg.norm(points, axis=-1)) / np.pi


u_nodes, u_weights = np.polynomial.laguerre.laggauss(20)
moment = np.array([0.0, 0.0, 1.0])
field_at_proton = np.zeros(3)
step = 1e-4
for u, w in zip(u_nodes, u_weights):
    points = 0.5 * u * directions
    gradient = np.stack([(density_1s(points + step * e)
                          - density_1s(points - step * e)) / (2 * step)
                         for e in np.eye(3)], axis=1)
    current = np.cross(gradient, moment)
    integrand = np.cross(current, -directions) / (4 * np.pi)
    field_at_proton += 0.5 * w * np.exp(u) * (solid_weights @ integrand)
contact_formula = 2 / 3 / np.pi
assert abs(field_at_proton[2] / contact_formula - 1) < 1e-5
assert np.max(np.abs(field_at_proton[:2])) < 1e-8

# ---- Hyperfine levels from the spin Hamiltonian
radius = a0 * (1 + sc.m_e / sc.m_p)
density_at_proton = 1 / (np.pi * radius**3)
K = 2 / 3 * mu0 * density_at_proton * g_e * mu_B * g_p * mu_N
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
S = [np.kron(p / 2, np.eye(2)) for p in pauli]
I = [np.kron(np.eye(2), p / 2) for p in pauli]
spin_product = sum(s @ i for s, i in zip(S, I))
levels, states = np.linalg.eigh(spin_product)
assert np.allclose(levels, [-0.75, 0.25, 0.25, 0.25])
nu = K / h
omega = 2 * np.pi * nu
T_star = h * nu / k
assert abs(T_star - 0.068) < 0.0005

# ---- Transition moment and spontaneous rate
M = (g_e * mu_B + g_p * mu_N) / 2
A = mu0 * omega**3 * M**2 / (3 * np.pi * hbar * c**3)
moments = np.array([states.conj().T @ (-g_e * mu_B * s + g_p * mu_N * i)
                    @ states for s, i in zip(S, I)])
for upper in (1, 2, 3):
    vector = moments[:, 0, upper]
    assert abs(np.linalg.norm(vector) / M - 1) < 1e-10
    rate = 0.0
    for n, w, pair in zip(directions, solid_weights, polarisations):
        for e in pair:
            rate += w * abs(np.cross(n, e) @ vector)**2
    rate *= mu0 * omega**3 / (8 * np.pi**2 * hbar * c**3)
    assert abs(rate / A - 1) < 1e-10

# ---- Absorption strength: Schroedinger equation with a weak magnetic pulse
# Time unit 1/omega; the pulse points along a general direction.
strength_nu = 3 * c**2 * A / (8 * np.pi * nu**2)
beta0, width = 1e-3, 5.0
pulse_axis = np.array([1.0, 2.0, 2.0]) / 3
coupling = np.tensordot(pulse_axis, moments, axes=1) / M


def pulse(t):
    return beta0 * np.exp(-t**2 / (2 * width**2)) * np.cos(t)


def schroedinger(t, y):
    return -1j * (levels * y - pulse(t) * (coupling @ y))


start = np.array([1, 0, 0, 0], dtype=complex)
run = solve_ivp(schroedinger, (-40, 40), start, method="DOP853",
                rtol=1e-10, atol=1e-13)
absorbed_probability = np.sum(np.abs(run.y[1:, -1])**2)
t_grid = np.linspace(-40, 40, 8001)
field = pulse(t_grid) * hbar * omega / M
spectrum = trapezoid(field * np.exp(1j * t_grid), t_grid) / omega
fluence_nu = 2 * c * abs(spectrum)**2 / mu0
predicted_probability = strength_nu * fluence_nu / (h * nu)
assert abs(absorbed_probability / predicted_probability - 1) < 2e-3

# ---- Column density constant, converted to cm^-2 per (K km/s)
C = 32 * np.pi * k * nu**2 / (3 * h * c**3 * A) * 0.1
C_moment = 2 * k / (np.pi**2 * mu0 * nu * M**2) * 0.1
C_bohr = C * (M / mu_B)**2
assert abs(C_moment / C - 1) < 1e-10
assert abs(C_bohr / 1e18 - 1.82) < 0.005
assert abs(C / 1e18 - 1.81) < 0.005

# ---- First correction to the high-temperature absorption factor
for x in (0.01, 0.03):
    factor = (1 - np.exp(-x)) / (1 + 3 * np.exp(-x))
    assert abs(factor / (x / 4) - 1 - x / 4) < 0.2 * x**2

# ---- Transfer of radiation, from populations and rates alone
v = np.linspace(-60, 60, 1201)


def profile(sigma):
    return np.exp(-v**2 / (2 * sigma**2)) / (sigma * math.sqrt(2 * np.pi))


def observed_line(layers, Tbg):
    """Brightness above background; layers (N cm^-2, Ts, sigma), far first."""
    incoming = T_star / np.expm1(T_star / Tbg) if Tbg > 0 else 0.0
    T = np.full(v.size, incoming)
    for N_cm, Ts, sigma in layers:
        boltz = np.exp(-T_star / Ts)
        lower = 1 / (1 + 3 * boltz)
        upper = 3 * boltz * lower
        phi_nu = profile(sigma) * 1e-3 * c / nu
        column = N_cm * 1e4
        absorb = column * phi_nu * c**2 * A / (8 * np.pi * nu**2) \
            * (3 * lower - upper)
        emit = column * phi_nu * upper * A * h * nu / (4 * np.pi) \
            * c**2 / (2 * k * nu**2)
        run = solve_ivp(lambda s, y: emit - absorb * y, (0, 1), T,
                        rtol=1e-9, atol=1e-11)
        T = run.y[:, -1]
    return T - incoming


Tbg = 2.7
N_cold, Ts_cold, sig_cold = 5e20, 100.0, 2.0
N_warm, Ts_warm, sig_warm = 1e20, 6000.0, 8.0
cold = (N_cold, Ts_cold, sig_cold)
warm = (N_warm, Ts_warm, sig_warm)

line_cold = observed_line([cold], Tbg)
tau_cold = N_cold * profile(sig_cold) / (C * Ts_cold)
formula_cold = (Ts_cold - Tbg) * (1 - np.exp(-tau_cold))
assert np.max(np.abs(line_cold - formula_cold)) < 5e-4 * formula_cold.max()
area_cold = trapezoid(line_cold, v)
thin_cold = C * area_cold
tau_found = -np.log1p(-line_cold / (Ts_cold - Tbg))
N_found = C * Ts_cold * trapezoid(tau_found, v)
assert abs(N_found / N_cold - 1) < 5e-4

line_warm = observed_line([warm], Tbg)
tau_warm = N_warm * profile(sig_warm) / (C * Ts_warm)
area_warm = trapezoid(line_warm, v)
thin_warm = C * area_warm
assert abs(thin_warm / N_warm - 1) < 1e-3

# Thin emission without background does not depend on spin temperature
for Ts in (20.0, 200.0, 2000.0):
    area = trapezoid(observed_line([(1e16, Ts, 2.0)], 0.0), v)
    assert abs(C * area / 1e16 - 1) < 2e-3

# The line vanishes when spin and background temperatures agree
null_line = observed_line([(N_cold, Tbg, sig_cold)], Tbg)
assert np.max(np.abs(null_line)) < 1e-7

# Two layers: the thin estimate stays below the true total in either order
total = N_cold + N_warm
cold_front = C * trapezoid(observed_line([warm, cold], Tbg), v)
warm_front = C * trapezoid(observed_line([cold, warm], Tbg), v)
assert cold_front < warm_front < total

# ---- Saturation of a Gaussian line: quadrature against series
saturation = {}
for tau0 in (0.1, 0.5, 1.0, 3.0):
    tau = tau0 * np.exp(-v**2 / (2 * 2.0**2))
    ratio = trapezoid(1 - np.exp(-tau), v) / trapezoid(tau, v)
    series = sum((-tau0)**j / (math.factorial(j + 1) * math.sqrt(j + 1))
                 for j in range(40))
    assert abs(ratio - series) < 1e-8
    saturation[tau0] = ratio

# ---- Output
x_cold = T_star / Ts_cold
stim = -np.expm1(-x_cold)
upper_fraction = 3 * np.exp(-x_cold) / (1 + 3 * np.exp(-x_cold))
m_H = sc.m_p + sc.m_e
print(f"electron g factor (magnitude): {g_e:.6f}")
print(f"proton g factor: {g_p:.6f}")
print(f"1s density at proton: {density_at_proton:.5e} m^-3")
print(f"contact field, quadrature / formula: "
      f"{field_at_proton[2] / contact_formula:.7f}")
print(f"computed line frequency: {nu / 1e6:.2f} MHz")
print(f"wavelength: {100 * c / nu:.3f} cm")
print(f"T* = h nu / k: {T_star:.5f} K")
print(f"transition moment M / Bohr magneton: {M / mu_B:.5f}")
print(f"spontaneous rate A: {A:.4e} s^-1")
print(f"rate with M = Bohr magneton: {A * (mu_B / M)**2:.4e} s^-1")
print(f"lifetime 1/A: {1 / A / sc.Julian_year:.3e} years")
print(f"integrated cross-section from F=0: {strength_nu * 1e4:.4e} cm^2 Hz")
print(f"pulse absorption probability, propagated: {absorbed_probability:.5e}")
print(f"pulse absorption probability, formula: {predicted_probability:.5e}")
print(f"C with full M: {C:.4e} cm^-2/(K km/s)")
print(f"C with M = Bohr magneton: {C_bohr:.4e} cm^-2/(K km/s)")
print(f"background temperature: {Tbg:.1f} K")
print(f"cold cloud N: {N_cold:.2e} cm^-2")
print(f"cold cloud Ts: {Ts_cold:.0f} K")
print(f"cold cloud velocity dispersion: {sig_cold:.1f} km/s")
print(f"cold thermal dispersion: "
      f"{math.sqrt(k * Ts_cold / m_H) / 1e3:.3f} km/s")
print(f"cold T*/Ts: {x_cold:.4e}")
print(f"cold fraction of atoms in F=1: {upper_fraction:.6f}")
print(f"cold net/gross absorption, 1-exp(-T*/Ts): {stim:.4e}")
print(f"gross/net absorption: {1 / stim:.1f}")
print(f"cold peak optical depth: {tau_cold.max():.4f}")
print(f"cold integrated optical depth: {trapezoid(tau_cold, v):.4f} km/s")
print(f"cold peak brightness above background: {line_cold.max():.3f} K")
print(f"cold line integral: {area_cold:.2f} K km/s")
print(f"cold thin estimate of N: {thin_cold:.4e} cm^-2")
print(f"cold thin estimate / true N: {thin_cold / N_cold:.4f}")
print(f"cold background factor 1-Tbg/Ts: {1 - Tbg / Ts_cold:.4f}")
print(f"cold saturation factor: "
      f"{thin_cold / N_cold / (1 - Tbg / Ts_cold):.4f}")
print(f"cold corrected N: {N_found:.4e} cm^-2")
print(f"warm cloud N: {N_warm:.2e} cm^-2")
print(f"warm cloud Ts: {Ts_warm:.0f} K")
print(f"warm cloud velocity dispersion: {sig_warm:.1f} km/s")
print(f"warm thermal dispersion: "
      f"{math.sqrt(k * Ts_warm / m_H) / 1e3:.3f} km/s")
print(f"warm peak optical depth: {tau_warm.max():.3e}")
print(f"warm peak brightness above background: {line_warm.max():.3f} K")
print(f"warm line integral: {area_warm:.2f} K km/s")
print(f"warm thin estimate / true N: {thin_warm / N_warm:.5f}")
print(f"two layers, true total N: {total:.2e} cm^-2")
print(f"thin estimate, cold layer in front: {cold_front:.4e} cm^-2")
print(f"thin estimate, warm layer in front: {warm_front:.4e} cm^-2")
for tau0, ratio in saturation.items():
    print(f"saturation factor at peak depth {tau0:.1f}: {ratio:.4f}")
print("no test failed")
```

Running it gives:

```
electron g factor (magnitude): 2.002319
proton g factor: 5.585695
1s density at proton: 2.14456e+30 m^-3
contact field, quadrature / formula: 0.9999997
computed line frequency: 1420.49 MHz
wavelength: 21.105 cm
T* = h nu / k: 0.06817 K
transition moment M / Bohr magneton: 1.00268
spontaneous rate A: 2.8848e-15 s^-1
rate with M = Bohr magneton: 2.8694e-15 s^-1
lifetime 1/A: 1.098e+07 years
integrated cross-section from F=0: 1.5338e-13 cm^2 Hz
pulse absorption probability, propagated: 3.92694e-05
pulse absorption probability, formula: 3.92699e-05
C with full M: 1.8126e+18 cm^-2/(K km/s)
C with M = Bohr magneton: 1.8223e+18 cm^-2/(K km/s)
background temperature: 2.7 K
cold cloud N: 5.00e+20 cm^-2
cold cloud Ts: 100 K
cold cloud velocity dispersion: 2.0 km/s
cold thermal dispersion: 0.908 km/s
cold T*/Ts: 6.8173e-04
cold fraction of atoms in F=1: 0.749872
cold net/gross absorption, 1-exp(-T*/Ts): 6.8149e-04
gross/net absorption: 1467.4
cold peak optical depth: 0.5502
cold integrated optical depth: 2.7584 km/s
cold peak brightness above background: 41.181 K
cold line integral: 223.19 K km/s
cold thin estimate of N: 4.0455e+20 cm^-2
cold thin estimate / true N: 0.8091
cold background factor 1-Tbg/Ts: 0.9730
cold saturation factor: 0.8316
cold corrected N: 5.0008e+20 cm^-2
warm cloud N: 1.00e+20 cm^-2
warm cloud Ts: 6000 K
warm cloud velocity dispersion: 8.0 km/s
warm thermal dispersion: 7.036 km/s
warm peak optical depth: 4.585e-04
warm peak brightness above background: 2.749 K
warm line integral: 55.14 K km/s
warm thin estimate / true N: 0.99939
two layers, true total N: 6.00e+20 cm^-2
thin estimate, cold layer in front: 4.9343e+20 cm^-2
thin estimate, warm layer in front: 5.0431e+20 cm^-2
saturation factor at peak depth 0.1: 0.9656
saturation factor at peak depth 0.5: 0.8449
saturation factor at peak depth 1.0: 0.7251
saturation factor at peak depth 3.0: 0.4471
no test failed
```
